# Critical One-Site Attraction for a Bound State on a Cubic Lattice: a numerical check

```python
"""
Result under test: on an infinite simple cubic lattice with hopping -t and one
site lowered by U, a state below the band exists only for U > Uc = 2 t / W.
W : Watson integral, the average of 1/(3 - cos x - cos y - cos z)
B : binding energy, measured down from the band bottom at -6 t
G : host Green function at the impurity site, average of 1/(eps_k + 6 t + B)
Z : probability of finding the bound electron on the impurity site
All functions use t = 1; the worked example converts to meV.
"""
import numpy as np
import mpmath as mp
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import i0e, ive
from scipy.sparse import diags, identity, kron
from scipy.sparse.linalg import eigsh

OPTS = dict(epsabs=1e-11, epsrel=1e-11, limit=500)


def green(B):
    # substitution s = x**2 makes the slowly decaying tail easy to integrate
    return quad(lambda x: 2*x*np.exp(-B*x*x)*i0e(2*x*x)**3, 0, np.inf, **OPTS)[0]


def green_squared(B):
    # average of 1/(eps_k + 6 + B)**2
    return quad(lambda x: 2*x**3*np.exp(-B*x*x)*i0e(2*x*x)**3,
                0, np.inf, **OPTS)[0]


def binding(U):
    root = brentq(lambda q: 1 - U*green(q*q), 0.0, np.sqrt(U), xtol=1e-13)
    return root**2


def site_weight(U, B):
    return 1/(U**2*green_squared(B))


def watson_mesh(N):
    # direct average over the half-shifted momentum mesh
    c = np.cos(np.pi*(2*np.arange(N//2) + 1)/N)
    return np.mean(1/(3 - c[:, None, None] - c[None, :, None] - c[None, None, :]))


def cube_levels(U, edge, count):
    # real-space Hamiltonian of a hard-wall cube, impurity at its centre
    chain = diags([-np.ones(edge - 1), -np.ones(edge - 1)], [-1, 1])
    one = identity(edge)
    H = (kron(kron(chain, one), one) + kron(kron(one, chain), one)
         + kron(kron(one, one), chain))
    centre = (edge**3)//2
    onsite = np.zeros(edge**3)
    onsite[centre] = -U
    H = (H + diags(onsite)).tocsr()
    start = np.random.default_rng(1).normal(size=edge**3)
    val, vec = eigsh(H, k=count, which='SA', v0=start, ncv=40, tol=1e-10,
                     maxiter=5000)
    order = np.argsort(val)
    return val[order], vec[centre, order[0]]**2


# Watson integral: Bessel form against extrapolated direct momentum sums
W = quad(lambda x: 2*x*i0e(x*x)**3, 0, np.inf, **OPTS)[0]
Uc = 2/W
sizes = np.array([64, 128, 256])
sums = np.array([watson_mesh(n) for n in sizes])
design = np.column_stack([np.ones(3), 1.0/sizes, 1.0/sizes**3])
W_direct = np.linalg.solve(design, sums)[0]
assert abs(W - W_direct) < 1e-7
gammas = mp.mpf(1)
for n in (1, 5, 7, 11):
    gammas *= mp.gamma(mp.mpf(n)/24)
W_gamma = float(mp.sqrt(6)*gammas/(96*mp.pi**3))
assert abs(W - W_gamma) < 1e-9

# the cube threshold predicted by the mesh sum, found again by diagonalization
edge = 31
U_cube = 2/watson_mesh(edge + 1)
E_cube = cube_levels(U_cube, edge, 1)[0][0]
assert abs(E_cube + 6) < 1e-7

# worked example, energies in meV
t = 250.0
U_none, U_shallow, U_deep = 950.0, 1000.0, 1250.0
assert U_none/t < Uc < U_shallow/t
E_none = cube_levels(U_none/t, edge, 1)[0][0]
assert E_none > -6

# bound level, site weight and uniqueness against the real-space cube
B_deep = binding(U_deep/t)
Z_deep = site_weight(U_deep/t, B_deep)
levels, Z_cube = cube_levels(U_deep/t, edge, 2)
assert abs(levels[0] + 6 + B_deep) < 1e-6
assert abs(Z_cube - Z_deep) < 1e-5
assert levels[1] > -6


def quadratic_law(U):
    return 16*np.pi**2*(1/Uc - 1/U)**2


# limiting laws: the relative deviation must shrink in proportion to U - Uc
deviation = []
for excess in (1e-2, 1e-3):
    U = Uc*(1 + excess)
    B = binding(U)
    deviation.append(B/quadratic_law(U) - 1)
    Z_ratio = site_weight(U, B)/(8*np.pi*np.sqrt(B)/U**2)
assert abs(deviation[1]) < 0.01
assert 7 < deviation[0]/deviation[1] < 13
assert abs(Z_ratio - 1) < 0.02

# long-range shape of the shallow state along a cube axis
B_shallow = binding(U_shallow/t)
Z_shallow = site_weight(U_shallow/t, B_shallow)
kappa = np.sqrt(B_shallow)
distance = 20
amplitude = quad(lambda x: 2*x*np.exp(-B_shallow*x*x)*ive(distance, 2*x*x)
                 * i0e(2*x*x)**2, 0, np.sqrt(40/B_shallow), **OPTS)[0]
tail_ratio = amplitude/(np.exp(-kappa*distance)/(4*np.pi*distance))
assert abs(tail_ratio - 1) < 0.01

print(f"Watson integral W, Bessel form (dimensionless): {W:.8f}")
print(f"W, extrapolated momentum sums (dimensionless): {W_direct:.8f}")
print(f"W, gamma-function form (dimensionless): {W_gamma:.8f}")
print(f"critical attraction Uc/t (dimensionless): {Uc:.6f}")
print(f"Uc / full band width 12t (dimensionless): {Uc/12:.5f}")
for n in (16, 32, 64, 128, 256):
    w = watson_mesh(n)
    print(f"N = {n}: W_N = {w:.6f}, box threshold U/t = {2/w:.5f}")
print(f"cube of {edge} sites per edge at its threshold: E/t = {E_cube:.8f}")
for excess, dev in zip((1e-2, 1e-3), deviation):
    print(f"U/Uc - 1 = {excess:.3f}: B/(quadratic law) - 1 = {dev:.5f}")
print(f"Z/(limiting law) at U/Uc - 1 = 0.001: {Z_ratio:.5f}")
print(f"example hopping t: {t:.0f} meV")
print(f"example band bottom -6t: {-6*t:.0f} meV")
print(f"example critical attraction Uc: {Uc*t:.2f} meV")
print(f"U = {U_none:.0f} meV: U*G(0) = {U_none/t*W/2:.5f}, no bound state")
print(f"  lowest level in the cube: {E_none*t:.3f} meV")
for U, B, Z in ((U_shallow, B_shallow, Z_shallow), (U_deep, B_deep, Z_deep)):
    print(f"U = {U:.0f} meV: U*G(0) = {U/t*W/2:.5f}")
    print(f"  binding energy B: {B*t:.4f} meV")
    print(f"  level energy E: {(-6 - B)*t:.4f} meV")
    print(f"  quadratic-law estimate of B: {quadratic_law(U/t)*t:.4f} meV")
    print(f"  impurity-site weight Z: {Z:.5f}")
print(f"shallow state decay length 1/kappa: {1/kappa:.2f} lattice spacings")
print(f"shallow state, lattice/continuum tail at {distance} spacings: {tail_ratio:.5f}")
print(f"cube check, U = {U_deep:.0f} meV: E = {levels[0]*t:.4f} meV, Z = {Z_cube:.5f}")
print(f"cube check, second level: {levels[1]*t:.3f} meV")
print("checks complete")
```

Running it gives:

```
Watson integral W, Bessel form (dimensionless): 0.50546202
W, extrapolated momentum sums (dimensionless): 0.50546202
W, gamma-function form (dimensionless): 0.50546202
critical attraction Uc/t (dimensionless): 3.956776
Uc / full band width 12t (dimensionless): 0.32973
N = 16: W_N = 0.488020, box threshold U/t = 4.09819
N = 32: W_N = 0.496763, box threshold U/t = 4.02606
N = 64: W_N = 0.501115, box threshold U/t = 3.99110
N = 128: W_N = 0.503289, box threshold U/t = 3.97386
N = 256: W_N = 0.504376, box threshold U/t = 3.96530
cube of 31 sites per edge at its threshold: E/t = -6.00000000
U/Uc - 1 = 0.010: B/(quadratic law) - 1 = -0.00926
U/Uc - 1 = 0.001: B/(quadratic law) - 1 = -0.00097
Z/(limiting law) at U/Uc - 1 = 0.001: 0.99904
example hopping t: 250 meV
example band bottom -6t: -1500 meV
example critical attraction Uc: 989.19 meV
U = 950 meV: U*G(0) = 0.96038, no bound state
  lowest level in the cube: -1495.897 meV
U = 1000 meV: U*G(0) = 1.01092
  binding energy B: 0.2915 meV
  level energy E: -1500.2915 meV
  quadratic-law estimate of B: 0.2944 meV
  impurity-site weight Z: 0.05310
U = 1250 meV: U*G(0) = 1.26366
  binding energy B: 100.1977 meV
  level energy E: -1600.1977 meV
  quadratic-law estimate of B: 109.7721 meV
  impurity-site weight Z: 0.60859
shallow state decay length 1/kappa: 29.29 lattice spacings
shallow state, lattice/continuum tail at 20 spacings: 1.00109
cube check, U = 1250 meV: E = -1600.1977 meV, Z = 0.60859
cube check, second level: -1491.515 meV
checks complete
```
